# Partial-wave electronic pressure in the atomic-sphere approximation, part 1

(Sections cited here and not found follow in the second part.)

## 1. A frozen potential in expanding spheres

In a model atomic sphere of radius 0.15 nm, one s electron contributes a pressure of +17.7 GPa, while five d electrons contribute −92.9 GPa. The d electrons are represented here by four equally occupied levels, and these do not all pull inwards. The most tightly bound level contributes −63.3 GPa and the least bound +6.9 GPa, although both have positive local kinetic energy at the sphere surface. The kinetic energy there cannot by itself fix the sign of the pressure. The missing information is the slope of each partial wave and its angular momentum.

### Assumptions and notation

Consider a crystal with one atom per cell. In the atomic-sphere approximation each cell is replaced by a sphere of the same volume,
\[
\Omega=\frac{4\pi S^3}{3},
\]
and the potential inside it is spherical. The electrons are nonrelativistic and the nuclei are at rest. A one-electron state of energy \(E\) is
\[
\psi(\mathbf r)=\sum_L R_L(r)Y_L(\hat{\mathbf r}),\qquad L=(l,m),
\]
with orthonormal \(Y_L\). Its norm in one sphere is
\[
\sum_L N_L=1,\qquad N_L=\int_0^S |R_L|^2r^2\,dr. \tag{1}
\]
Write \(\kappa=\hbar^2/(2m)\), where this \(m\) is the electron mass. Each \(R_L\) is a constant, possibly complex, times a real radial solution that is regular at the origin. Its logarithmic derivative
\[
D_l(E,S)=\frac{S R_L'(S)}{R_L(S)} \tag{2}
\]
is therefore real and independent of the magnetic index. The potential \(V_l(r)\) may depend on \(l\), as it does for an ion described by a core potential. The local kinetic energy is
\[
K_l=E-V_l(S). \tag{3}
\]
It may be negative, since it is a difference of energies at a point and not an expectation value.

Outside its own sphere a wave is continued with zero kinetic energy, so its tail obeys Laplace's equation. All spheres and all distances between them are enlarged by the same factor. The products \(\mathbf k\cdot\mathbf R\) of the Bloch vector with the lattice vectors are held fixed. For the moment \(V_l\) is frozen as a function of \(r\), and is continued without a jump into the thin shell that each sphere gains.

**Theorem 1 (frozen potential).** Under these assumptions a nondegenerate state contributes \(P=-dE/d\Omega\), with
\[
3P\Omega=\sum_L \kappa S|R_L(S)|^2
\left[(D_l-l)(D_l+l+1)+\frac{S^2K_l}{\kappa}\right]. \tag{4}
\]

The proof needs the response of \(D_l\) to a change of radius and to a change of energy, and then a condition that connects the different partial waves.

**Lemma 1 (radius).** At fixed energy and frozen potential,
\[
S\frac{\partial D_l}{\partial S}
=-\left[(D_l-l)(D_l+l+1)+\frac{S^2K_l}{\kappa}\right]. \tag{5}
\]

*Proof.* Let \(u=rR\), with \(R\) the real radial solution. The radial Schrödinger equation is
\[
u''=\left[\frac{l(l+1)}{r^2}+\frac{V_l(r)-E}{\kappa}\right]u. \tag{6}
\]
Put \(q=u'/u\) at \(r=S\). Since \(R'/R=u'/u-1/r\), we have \(D_l=Sq-1\). Differentiating \(q\) gives
\[
\frac{dq}{dS}=\frac{u''}{u}-q^2
=\frac{l(l+1)}{S^2}-\frac{K_l}{\kappa}-q^2 .
\]
Hence, using \(Sq=D_l+1\),
\[
\begin{aligned}
S\frac{\partial D_l}{\partial S}&=Sq+S^2\frac{dq}{dS}\\
&=(D_l+1)+l(l+1)-\frac{S^2K_l}{\kappa}-(D_l+1)^2\\
&=-D_l(D_l+1)+l(l+1)-\frac{S^2K_l}{\kappa}.
\end{aligned}
\]
Expanding \((D_l-l)(D_l+l+1)\) gives \(D_l^2+D_l-l(l+1)\), which proves (5). \(\square\)

**Lemma 2 (energy and potential).** At fixed \(S\), small changes \(\delta E\) and \(\delta V_l(r)\) give
\[
|R_L(S)|^2\,\delta D_l
=\frac{1}{\kappa S}\int_0^S
(\delta V_l-\delta E)|R_L|^2r^2\,dr. \tag{7}
\]

*Proof.* Let \(u\) solve (6), and let \(\tilde u\) solve it with \(E+\delta E\) and \(V_l+\delta V_l\). The centrifugal terms cancel in
\[
(u\tilde u'-\tilde u u')'=u\tilde u''-\tilde u u''
=\frac{\delta V_l-\delta E}{\kappa}\,u\tilde u .
\]
Integrate from 0 to \(S\). The Wronskian vanishes at the origin because both solutions are regular. Division by \(u(S)\tilde u(S)\) leaves the change of \(q\). To first order \(\tilde u\) may be replaced by \(u\) on the right, so
\[
\delta q=\frac{1}{\kappa u(S)^2}
\int_0^S(\delta V_l-\delta E)u^2\,dr .
\]
Now \(\delta D_l=S\,\delta q\), \(u(S)^2=S^2R(S)^2\) and \(u^2=r^2R^2\). Multiplication by \(R(S)^2\) gives (7) for the real solution. Both sides scale with the square of its amplitude, so (7) also holds for \(R_L\). \(\square\)

With \(\delta V_l=0\), equation (7) reads
\[
|R_L(S)|^2\frac{\partial D_l}{\partial E}=-\frac{N_L}{\kappa S}. \tag{8}
\]
Thus \(D_l\) falls as the energy rises, between the energies at which \(R_L(S)=0\) and \(D_l\) diverges.

### The confined level

The simplest case is a single partial wave held at a prescribed \(D_l=D\). Then \(N_L=1\). When the radius changes, the energy must change so that \(D\) does not:
\[
0=\frac{\partial D}{\partial E}\,dE+\frac{\partial D}{\partial S}\,dS.
\]
Multiply by \(|R(S)|^2\), and insert (8) and (5):
\[
0=-\frac{dE}{\kappa S}-\frac{|R(S)|^2}{S}
\left[(D-l)(D+l+1)+\frac{S^2K_l}{\kappa}\right]dS .
\]
Therefore
\[
\frac{dE}{dS}=-\kappa|R(S)|^2
\left[(D-l)(D+l+1)+\frac{S^2K_l}{\kappa}\right]. \tag{9}
\]
Because \(d\Omega/\Omega=3\,dS/S\), the pressure obeys
\[
3P\Omega=-3\Omega\frac{dE}{d\Omega}=-S\frac{dE}{dS}, \tag{10}
\]
and (9) becomes the one-wave case of (4).

This can be checked without using (5) or (8). The energy of the confined level is found by diagonalizing the radial Hamiltonian at several nearby radii, and the energies are differenced. For the frozen well \(V(r)=-20\exp[-(r/0.08\ \mathrm{nm})^2]\) eV at \(S=0.15\) nm, the lowest d level with \(D=0\) has \(E=16.679\) eV. The surface formula and the energy difference both give \(3P\Omega=29.449\) eV. For the lowest d level with \(D=-3\) both give 58.691 eV. The numerical output lists five further cases, including an f level and an excited s level.

### What the terms mean

For \(D=0\) the wave meets the surface with zero slope, and (9) becomes
\[
dE=|R(S)|^2S^2\,dS
\left[V_l(S)+\frac{\kappa l(l+1)}{S^2}-E\right]. \tag{11}
\]
The factor before the bracket is the probability in the new shell. The bracket is the height of the effective radial potential, centrifugal energy included, above the level. If the shell lies above the level, occupying it raises the energy, and the sphere resists expansion. A negative pressure is then compatible with positive \(K_l\), because \(K_l\) does not include the centrifugal energy.

The angular factor \((D-l)(D+l+1)\) is negative for \(-l-1<D<l\). Completing the square,
\[
(D-l)(D+l+1)=\left(D+\tfrac12\right)^2-\left(l+\tfrac12\right)^2, \tag{12}
\]
so its least value is \(-(l+\tfrac12)^2\), at \(D=-\tfrac12\). For d waves it equals −6 at both \(D=0\) and \(D=-1\), −4 at \(D=-2\), and zero at \(D=-3\). The pressure is negative when the sum of this factor and \(S^2K_l/\kappa\) is negative. If \(K_l>0\), the angular factor must therefore be negative and larger in magnitude than \(S^2K_l/\kappa\). In the frozen well just used, \(V(S)=-0.59\) eV and \(\kappa=0.0381\) eV nm², so
\[
\frac{S^2K}{\kappa}=\frac{0.0225\times17.27}{0.0381}=10.2,
\]
and the bracket for \(D=0\) is \(-6+10.2=4.2\). That d level pushes outwards. Zero slope does not by itself make a d state attractive.

Two limits test the form of (9). If \(V_l=0\), the radial equation has no length other than \(S\). At fixed \(D\) its levels vary as \(E\propto S^{-2}\), and (10) gives
\[
3P\Omega=2E. \tag{13}
\]
At a hard wall \(R(S)\to0\) and \(D\to-\infty\), while \(|R(S)|^2D^2\to S^2|R'(S)|^2\). The terms in \(|R(S)|^2D\) and \(|R(S)|^2\) vanish, so
\[
3P\Omega\to\kappa S^3|R'(S)|^2. \tag{14}
\]
For an s wave in an empty hard sphere, \(R=\sqrt{2/S}\,\sin(\pi r/S)/r\). Its slope at the wall is \(R'(S)=-\sqrt{2/S}\,\pi/S^2\). Equation (14) then gives \(2\kappa\pi^2/S^2\), which is \(2E\), as (13) requires.

### Coupling between partial waves

In a crystal the \(D_l\) of a state are not prescribed one by one. The tails arriving from other spheres couple them. Use the reduced coordinate \(x=r/S\), and continue each partial wave as
\[
f_L(x)=\alpha_Lx^l+\beta_Lx^{-l-1}. \tag{15}
\]
The second term is the sphere's own tail. The first must be the sum of the tails of all other spheres. Let \(a_L=R_L(S)\) and \(s_L=SR_L'(S)=D_la_L\). Matching value and slope at \(x=1\) gives
\[
a_L=\alpha_L+\beta_L,\qquad s_L=l\alpha_L-(l+1)\beta_L. \tag{16}
\]

For \(\mathbf k\) not equal to a reciprocal-lattice vector, a Bloch field with given point sources \(\beta_L\) solves Laplace's equation away from the lattice points, and it is unique. Indeed, its Fourier components carry denominators \(|\mathbf k+\mathbf G|^2\), none of which vanishes. It therefore fixes a linear relation
\[
\alpha_L=\sum_{L'}T_{LL'}\beta_{L'}. \tag{17}
\]
In reduced coordinates the lattice is unchanged by the uniform expansion, so \(T\) is unchanged too. Partial waves in the spheres and their tails are kept up to a chosen largest \(l\), and the sums in (1) and (4) stop there.

**Lemma 3 (common tails).** For two states with amplitudes \(a,s\) and \(a',s'\), at the same \(\mathbf k\cdot\mathbf R\) but possibly different energies and radii,
\[
\sum_L(a_L^*s_L'-s_L^*a_L')=0. \tag{18}
\]

*Proof.* Let \(\chi\) and \(\chi'\) be the two tail fields in the reduced cell. Both are harmonic outside a small ball around the lattice point. Green's identity makes the total flux of \(\chi^*\nabla\chi'-\chi'\nabla\chi^*\) through the boundary of that region vanish. Fluxes through opposite cell faces cancel, because the Bloch phases of \(\chi^*\) and \(\chi'\) cancel and the normals are opposite. The flux through the ball is therefore zero. With (15), its contribution from one \(L\) is
\[
x^2\left(f_L^*\frac{df_L'}{dx}-\frac{df_L^*}{dx}f_L'\right)
=(2l+1)(\beta_L^*\alpha_L'-\alpha_L^*\beta_L'). \tag{19}
\]
Here the products \(\alpha^*\alpha'\) and \(\beta^*\beta'\) cancel, and each mixed product collects \(l+(l+1)\). The result does not depend on \(x\). Inserting (16) into \(a_L^*s_L'-s_L^*a_L'\) gives the same right side. Above the largest retained \(l\), \(\beta_L=\beta_L'=0\), so those waves add nothing. The sum over \(L\) is (18). \(\square\)

*Proof of Theorem 1.* Apply (18) to the same state before and after an infinitesimal expansion. Since \(s_L=D_la_L\) with real \(D_l\), it becomes \(\sum_La_L^*(D_l'-D_l)a_L'=0\). For a nondegenerate state \(a_L'\to a_L\), hence
\[
\sum_L|R_L(S)|^2\,dD_l=0. \tag{20}
\]
Write \(dD_l\) as the sum of its energy and radius parts, and use (8) and (5):
\[
-\frac{dE}{\kappa S}\sum_LN_L-\frac{dS}{S}\sum_L|R_L(S)|^2
\left[(D_l-l)(D_l+l+1)+\frac{S^2K_l}{\kappa}\right]=0 .
\]
The first sum is 1 by (1). Solving for \(dE/dS\) and using (10) gives (4). If \(R_L(S)=0\) for some wave, its term is understood as the limit (14). \(\square\)

## 2. Coupled bands, interacting electrons and a model metal

In this half \(\kappa=\hbar^2/(2m)\), \(S\) is the sphere radius and \(\Omega\) its volume. \(R_L(S)\) is the surface amplitude of a partial wave with logarithmic derivative \(D_l\), and \(N_L\) is its share of the norm. For a frozen potential with local kinetic energy \(K_l=E-V_l(S)\), the first half proved
\[
3P\Omega=-S\frac{dE}{dS}=\sum_L\kappa S|R_L(S)|^2
\left[(D_l-l)(D_l+l+1)+\frac{S^2K_l}{\kappa}\right]. \tag{21}
\]
The spheres and their spacings grow together. Incoming tails \(\alpha_L\) and outgoing tails \(\beta_L\) are related by \(\alpha=T\beta\), with \(T\) unchanged by the growth.

### The secular equation and a chain of spheres

The matching conditions \(a=\alpha+\beta\) and \(D_la=l\alpha-(l+1)\beta\) can be solved for the tails:
\[
\alpha_L=\frac{D_l+l+1}{2l+1}\,a_L,\qquad
\beta_L=\frac{l-D_l}{2l+1}\,a_L. \tag{22}
\]
Eliminating \(a_L\) and using \(\alpha=T\beta\) gives the secular equation
\[
\det\left[\frac{D_l+l+1}{l-D_l}\,\delta_{LL'}-T_{LL'}\right]=0. \tag{23}
\]
At \(D_l=-l-1\) the incoming part is zero: the wave has the slope of its own decaying tail. This value is conventionally called the centre of a band, although it need not lie at the middle or the mean of the band's energies.

The sum over \(l\) in (21) contains no separate cross terms such as \(R_s^*R_p\). The coupling is already in the amplitudes and in the values of \(D_l\). A linear chain of touching spheres shows this with a \(T\) that can be written down. It is a test of the coupling and not a space-filling solid. Let the spacing be \(d\), and keep the s, p and d waves with zero magnetic index along the axis \(\hat{\mathbf z}\).

The expansion
\[
\frac1{|\mathbf r-h\hat{\mathbf z}|}
=\sum_{l'}h^{l'}\frac{P_{l'}(\cos\theta)}{r^{l'+1}}\qquad(h<r)
\]
shows that a multipole \(l'\) is the coefficient of \(h^{l'}\) in the field of a charge displaced by \(h\). Put the multipole at \(+R\hat{\mathbf z}\). Near the origin the displaced charge gives \(\sum_lr^lP_l(\cos\theta)/(R+h)^{l+1}\). The coefficient of \(h^{l'}\) is
\[
(-1)^{l'}\binom{l+l'}{l}\frac{r^lP_l(\cos\theta)}{R^{l+l'+1}} .
\]
For a multipole at \(-R\hat{\mathbf z}\), the distance is \(R-h\) and \(\cos\theta\) changes sign, so \((-1)^{l'}\) is replaced by \((-1)^l\). Since \(Y_{l0}\propto\sqrt{2l+1}\,P_l\), summing over sites with phase \(\varphi\) per spacing gives
\[
T_{ll'}=\sqrt{\frac{2l'+1}{2l+1}}\binom{l+l'}{l}
\left(\frac Sd\right)^p\left[(-1)^{l'}F_p+(-1)^lF_p^*\right], \tag{24}
\]
where \(p=l+l'+1\) and \(F_p=\sum_{n\ge1}e^{i\varphi n}/n^p\). The matrix \((2l+1)T_{ll'}\) is Hermitian: exchanging \(l\) and \(l'\) and conjugating leaves it unchanged. This is the property that (18) expresses. The matrix depends on \(S/d\) and not on \(S\) alone.

With \(S/d=0.5\), \(\varphi=1.1\), \(S=0.15\) nm and the frozen well of the first half, the lowest band has \(E=-0.998\) eV. Its s, p and d terms in \(3P\Omega\) are −0.492, −0.172 and −0.003 eV. Their sum is −0.667 eV, and so is the value found by differencing the band energy with respect to the radius at fixed \(S/d\). The p wave holds 3.1% of the norm but supplies 26% of this pressure, since \(0.172/0.667=0.26\). A partial norm can therefore be a poor measure of a partial pressure: (21) weights a wave by its value at the surface and by its slope.

The next band, at 15.99 eV, has mixed character, with s, p and d norms of 0.098, 0.814 and 0.088. Its terms 4.281, 24.642 and 2.474 eV add to 31.397 eV, again equal to the energy difference at the digits shown. These values belong to the cut at \(l=2\). With waves up to \(l=8\), the sum for the lowest band moves to −0.669 eV, and the next band moves to 15.94 eV with a sum of 31.27 eV; the p share of 26% in the lowest band is unchanged.

For a frozen potential, the pressure of a state is a sum of surface terms over its partial waves, and the chain of spheres confirms this when the waves are coupled. It remains to sum over occupied states, to let the potential change with the expansion, and to explain the opposite signs in the opening example.

All numerical values are calculated from the stated model.
